\section*{Exact Current through an Impurity in a K = 1/2 Luttinger Liquid}

\section{First derivation: scattering from a Majorana impurity}

\subsection{The physical question}

A one-channel conductor with repulsive electrons contains a single weak scatterer. At high temperature or bias most of the current passes. As the energy is lowered, reflection grows, and low-order perturbation theory in the scatterer fails however weak it is. We want the current $I$ at every bias $V$ and temperature $T$ across this crossover. For one strength of the interaction, Luttinger parameter $K=1/2$, the problem can be turned into one of free fermions and solved.

The wire is infinite, spinless and has a linear spectrum. All energies lie far below the cutoff $1/\tau_c$ of this description. In the derivations $\hbar=k_B=1$ and the sound velocity is 1, so $T$ is an energy and $e/h=e/2\pi$. We take carriers of charge $e>0$.

\subsection{Wire, impurity and bias}

Let $\phi$ be the displacement field, with excess density $-\partial_x\phi/\pi$ and current $I=(e/\pi)\partial_t\phi$. These two expressions satisfy charge conservation. With $[\phi(x),\Pi(y)]=i\delta(x-y)$,
\begin{equation}
H_0=\int dx\left[\frac{\pi K}{2}\Pi^2+\frac{(\partial_x\phi)^2}{2\pi K}\right],
\qquad \partial_t\phi=\pi K\,\Pi .
\end{equation}
The passage of one carrier through $x=0$ shifts $\phi(0)$ by $\pi$. The impurity energy is periodic under this shift, and we keep its lowest harmonic:
\begin{equation}
H_B=w(B+B^\dagger),\qquad B=e^{-2i\phi(0)} .
\end{equation}

For a pure right-moving disturbance of density $n$, $\partial_t\phi=-\partial_x\phi=\pi n$. Both terms of $H_0$ then contribute $\pi n^2/2K$, so the energy density is $\pi n^2/K$. A chemical potential $\mu_R$ therefore gives $\mu_R=2\pi n/K$ and a current $en=eK\mu_R/2\pi$. Left movers contribute with the opposite sign. We define $eV=\mu_R-\mu_L$ for the \emph{incoming} movers, so without the impurity
\begin{equation}
I_0=K\frac{e^2V}{2\pi}=K\frac{e^2}{h}V .
\end{equation}
Since $2\partial_t\phi=2\pi I_0/e=KeV$, the bias multiplies $B$ by $e^{-i\mu t}$ with $\mu=KeV$. At $K=1/2$, $\mu=eV/2$.

The impurity exerts a force on the string:
\begin{equation}
\partial_t^2\phi-\partial_x^2\phi=-\pi K\,\delta(x)\frac{\partial H_B}{\partial\phi(0)} .
\end{equation}
The emitted wave has the form $\chi(t-|x|)$, for which the left side is $2\dot\chi\,\delta(x)$. Hence $\dot\chi=-(\pi K/2)\,\partial H_B/\partial\phi$. With $\partial H_B/\partial\phi=-2iw(B-B^\dagger)$ this gives
\begin{equation}
I=I_0-I_B,\qquad
I_B=\frac{eK}{2}\left\langle\frac{\partial H_B}{\partial\phi}\right\rangle
=-ieKw\langle B-B^\dagger\rangle .
\label{IB}
\end{equation}

\subsection{Correlators of the impurity operator}

A string mode of frequency $\omega=|k|$ has mass density $1/\pi K$. In imaginary time $0<\tau<\beta=1/T$,
\begin{equation}
\langle\phi(\tau)\phi(0)\rangle=\frac K2\int_0^\infty\frac{d\omega}{\omega}\,
\frac{\cosh[\omega(\beta/2-\tau)]}{\sinh(\omega\beta/2)} .
\end{equation}
The last fraction equals $\sum_{n\ge0}\{e^{-\omega(\tau+n\beta)}+e^{-\omega[(n+1)\beta-\tau]}\}$. We subtract this correlator from its value at $\tau=0$ and cut off the zero-temperature term at $\tau_c$. Each exponential then integrates to a logarithm, and for $\tau\gg\tau_c$
\begin{align}
4\langle\phi(0)^2-\phi(\tau)\phi(0)\rangle
&=2K\left[\ln\frac{\tau}{\tau_c}
+\sum_{n\ge1}\ln\left(1-\frac{\tau^2}{n^2\beta^2}\right)\right]\nonumber\\
&=2K\ln s(\tau),\qquad s(\tau)=\frac{\sin\pi T\tau}{\pi T\tau_c},
\end{align}
by the product formula for the sine. The field is Gaussian. For charges $\epsilon_j=\pm1$, with $B^{+1}=B$ and $B^{-1}=B^\dagger$,
\begin{equation}
\left\langle \mathcal T\prod_jB^{\epsilon_j}(\tau_j)\right\rangle
=\prod_{i<j}|s(\tau_i-\tau_j)|^{2K\epsilon_i\epsilon_j},
\qquad \sum_j\epsilon_j=0 .
\label{gas}
\end{equation}
Products that are not neutral average to zero, because a uniform shift of $\phi$ costs no energy. For one pair the decay is $\tau^{-2K}$, so $B$ has dimension $K$. At $K=1/2$ this is the dimension of a free fermion field.

\subsection{Refermionization}

Introduce a chiral fermion on a fictitious line, $H_\psi=-i\int\psi^\dagger\partial_x\psi\,dx$, and a Majorana operator $\gamma$ with $\gamma^2=1$ that anticommutes with $\psi$. With $f(x)=1/(e^{x/T}+1)$,
\begin{equation}
\langle\psi(\tau)\psi^\dagger(0)\rangle
=\int\frac{dk}{2\pi}[1-f(k)]e^{-k\tau}=\frac{T}{2\sin\pi T\tau}.
\label{prop}
\end{equation}
To obtain the integral $J=\int dk\,[1-f(k)]e^{-k\tau}$, shift its contour by $2\pi iT$. This multiplies $J$ by $e^{-2\pi iT\tau}$ and encloses the pole at $k=i\pi T$, whose residue is $Te^{-i\pi T\tau}$. Thus $J(1-e^{-2\pi iT\tau})=2\pi iTe^{-i\pi T\tau}$, or $J=\pi T/\sin\pi T\tau$.

The claim is that at $K=1/2$
\begin{equation}
B=\sqrt{2\pi\tau_c}\,\gamma\,\psi(0),\qquad
B^\dagger=\sqrt{2\pi\tau_c}\,\psi^\dagger(0)\gamma
\label{referm}
\end{equation}
reproduces every correlator (\ref{gas}). Let $B$ act at times $a_i$ and $B^\dagger$ at $b_i$, $i=1,\dots,n$. Pairs are bosonic and may be written in any order under $\mathcal T$. In $\gamma_a\psi_a\psi^\dagger_b\gamma_b$ the last factor passes two fermions without a sign, giving $\gamma_a\gamma_b\,\psi_a\psi_b^\dagger$. The average is therefore
\begin{equation}
\left\langle\mathcal T\prod_i\gamma_{a_i}\gamma_{b_i}\right\rangle
\det\left[\frac{1}{s(a_i-b_j)}\right],
\end{equation}
where the determinant is Wick's theorem with (\ref{prop}), and the first factor is the sign of the permutation that orders $a_1,b_1,a_2,b_2,\dots$ in time.

The determinant follows from the identity
\begin{equation}
\det\frac1{\sin(a_i-b_j)}=
\frac{\prod_{i<j}\sin(a_i-a_j)\sin(b_j-b_i)}{\prod_{i,j}\sin(a_i-b_j)} ,
\label{cauchy}
\end{equation}
in which the times have been rescaled by $\pi T$. It is trivial for $n=1$. For larger $n$, regard both sides as functions of complex $a_1$. Both change sign under $a_1\to a_1+\pi$, vanish for $\mathrm{Im}\,a_1\to\pm\infty$, and have simple poles at the $b_j$ modulo $\pi$. At $a_1=b_1$ the residue on the right is the same expression for the remaining $n-1$ pairs, since two factors $(-1)^{n-1}$ cancel. This is also the residue on the left, by induction. The other poles follow by exchanging two columns, which changes the sign of both sides. The difference is bounded and has no poles, so it is a constant, and that constant is zero.

The modulus of (\ref{cauchy}) is (\ref{gas}) with $2K=1$. For the sign, take a pair $i<j$. The Majorana factor contains $\mathrm{sgn}(b_i-b_j)\,\mathrm{sgn}(b_i-a_j)$, whereas the determinant contains $\mathrm{sgn}(b_j-b_i)\,\mathrm{sgn}(a_j-b_i)$. These products are equal, and all other signs occur twice. The total is positive, as (\ref{gas}) requires. The two descriptions therefore agree in every order of $w$, and continuation to real time preserves the agreement. The factor $e^{-i\mu t}$ in $B$ becomes a chemical potential $\mu$ of the incoming $\psi$ fermions.

With $g=w\sqrt{2\pi\tau_c}$ the impurity term and the number $N=\int\psi^\dagger\psi\,dx$ obey
\begin{align}
H_B&=g\gamma(\psi-\psi^\dagger)(0),\\
\dot N&=i[H_B,N]=ig\gamma(\psi+\psi^\dagger)(0).
\label{Ndot}
\end{align}
Here $[\psi,N]=\psi$ and $[\psi^\dagger,N]=-\psi^\dagger$ were used. Since $w(B-B^\dagger)=g\gamma(\psi+\psi^\dagger)$, equation (\ref{IB}) at $K=1/2$ becomes
\begin{equation}
I_B=-\frac e2\langle\dot N\rangle .
\label{charge}
\end{equation}

\subsection{Scattering amplitudes}

The commutators $[\psi(x),H_B]=g\gamma\,\delta(x)$ and $[\gamma,H_B]=2g(\psi-\psi^\dagger)(0)$ give
\begin{align}
i(\partial_t+\partial_x)\psi&=g\gamma\,\delta(x),\\
i\dot\gamma&=2g(\psi-\psi^\dagger)(0).
\end{align}
Let ``in'' and ``out'' denote the fields just before and just after $x=0$. The first equation gives $\psi_{\rm out}=\psi_{\rm in}-ig\gamma$. If the delta function is a narrow profile, the field inside it changes in proportion to the area already crossed, so its weighted mean is $\psi(0)=(\psi_{\rm in}+\psi_{\rm out})/2$.

The sum $\psi+\psi^\dagger$ passes unchanged. The difference $\xi=\psi-\psi^\dagger$ obeys
\begin{align}
\xi_{\rm out}&=\xi_{\rm in}-2ig\gamma,\\
\dot\gamma&=-2ig(\xi_{\rm in}-ig\gamma)=-\Gamma\gamma-2ig\xi_{\rm in},
\end{align}
with
\begin{equation}
\Gamma=2g^2=4\pi w^2\tau_c .
\label{Gamma}
\end{equation}
For time dependence $e^{-i\omega t}$, $\gamma=2g\xi_{\rm in}/(\omega+i\Gamma)$, and hence
\begin{equation}
\xi_{\rm out}=S\xi_{\rm in},\qquad
S=1-\frac{2i\Gamma}{\omega+i\Gamma}=\frac{\omega-i\Gamma}{\omega+i\Gamma}.
\end{equation}
Recombining sum and difference, a fermion leaves as a fermion with amplitude $(1+S)/2$ and as a hole with amplitude $(1-S)/2$. The second process is Andreev scattering, with probability
\begin{equation}
A(\omega)=\left|\frac{1-S}{2}\right|^2=\frac{\Gamma^2}{\omega^2+\Gamma^2}.
\end{equation}
The probability of leaving as a fermion is $1-A$. The Majorana level sits at zero energy with width $\Gamma$, so conversion is resonant there.

\subsection{From probabilities to the current}

In the stationary state $\langle\dot N\rangle$ is outgoing minus incoming fermion flux. The incoming occupation is $f(\omega-\mu)$. The hole branch contributes $1-f(-\omega-\mu)=f(\omega+\mu)$. Thus
\begin{equation}
\langle\dot N\rangle=\int\frac{d\omega}{2\pi}A(\omega)
[f(\omega+\mu)-f(\omega-\mu)] .
\end{equation}
Subtract and add $f(\omega)$ in the bracket. Since $A$ is even and $f(-x)=1-f(x)$, the two resulting parts are equal. With (\ref{charge}),
\begin{equation}
I_B=\frac eh\int d\omega\,A(\omega)[f(\omega-\mu)-f(\omega)] .
\label{landauer}
\end{equation}

To evaluate it, write $f(x)=\frac12-2T\sum_{n\ge0}x/(x^2+\nu_n^2)$ with $\nu_n=(2n+1)\pi T$. The constants cancel, and the term from $f(\omega)$ is odd. For the rest use $x/(x^2+\nu_n^2)=\mathrm{Re}\,(x+i\nu_n)^{-1}$ and close the contour above, around $\omega=i\Gamma$:
\begin{equation}
\int d\omega\,\frac{\Gamma^2}{\omega^2+\Gamma^2}\,
\frac1{\omega-\mu+i\nu_n}
=\frac{\pi\Gamma}{-\mu+i(\Gamma+\nu_n)} .
\end{equation}
Its real part is $-\pi\Gamma\mu/[\mu^2+(\Gamma+\nu_n)^2]$, so
\begin{equation}
I_B=\frac{e\Gamma}{h}\sum_{n=0}^\infty
\frac{2\pi T\mu}{(\Gamma+\nu_n)^2+\mu^2}.
\label{sum}
\end{equation}
The digamma function is $\Psi(z)=-\gamma_E+\sum_{n\ge0}[1/(n+1)-1/(n+z)]$, with $\gamma_E$ Euler's constant. Hence $\mathrm{Im}\,\Psi(z)=\sum_n\mathrm{Im}\,z/|n+z|^2$. For $z=\frac12+(\Gamma+i\mu)/2\pi T$ this is the sum in (\ref{sum}). Restoring $k_B$,
\begin{equation}
I=\frac{e^2V}{2h}-\frac{e\Gamma}{h}\,\mathrm{Im}\,
\Psi\left(\frac12+\frac{\Gamma+ieV/2}{2\pi k_BT}\right).
\label{main}
\end{equation}
This is exact for the Hamiltonian above, within the scaling regime. It fails when $eV$, $k_BT$ or $\Gamma$ approaches the cutoff, and for $K\ne1/2$, where (\ref{gas}) is no longer the Wick expansion of (\ref{referm}). It also does not apply to a finite wire of length $L$ with noninteracting leads at energies below $\hbar v/L$, $v$ being the sound velocity, because the incoming waves then depend on what the contacts return. Even at higher energies $V$ is not the dc voltage $V_c$ between such leads: matching the waves at the wire ends gives $V=V_c+hI/e^2$ for $K=1/2$.

\section{Second derivation: summing the series in the impurity strength}

\subsection{What is carried over}

The incoming bias is $V$, $\mu=eV/2$, and $I=e^2V/2h-I_B$. The impurity operator $B$ is represented by a Majorana $\gamma$ and a chiral fermion $\psi$, so that $H_B=g\gamma(\psi-\psi^\dagger)$ at $x=0$, $\Gamma=2g^2=4\pi w^2\tau_c$, and $I_B=-(e/2)\langle\dot N\rangle$ with $\dot N=ig\gamma(\psi+\psi^\dagger)$. Again $\hbar=k_B=1$ until units are restored. The scattering amplitudes and the energy integral of the first half are not used.

\subsection{Nested commutators}

Let the impurity be switched on at $t=0$. Before that, $\gamma$ is uncorrelated with the fermions, which are thermal with chemical potential $\mu$. In the interaction picture $\gamma$ is constant. Define, at $x=0$,
\begin{equation}
\xi(t)=\psi(t)-\psi^\dagger(t),\qquad \eta(t)=\psi(t)+\psi^\dagger(t).
\end{equation}
Because $\psi$ moves at unit speed, $\{\psi(t),\psi^\dagger(t')\}=\delta(t-t')$. Therefore
\begin{equation}
\{\xi(t),\xi(t')\}=-2\delta(t-t'),\qquad \{\xi(t),\eta(t')\}=0 .
\label{algebra}
\end{equation}

The operator needed is $\gamma\eta$ in the Heisenberg picture:
\begin{equation}
(\gamma\eta)_H(t)=\sum_{m\ge0}i^m\!\!\int\limits_{t>t_1>\dots>t_m>0}\!\!
[H_B(t_m),\dots[H_B(t_1),\gamma\eta(t)]\dots] ,
\end{equation}
with $H_B(t_j)=g\gamma\xi(t_j)$ and integration over all $t_j$. The first commutator is
\begin{equation}
[\gamma\xi_1,\gamma\eta]=-\xi_1\eta+\eta\xi_1=-2\xi_1\eta ,
\end{equation}
since $\gamma$ anticommutes with $\xi$ and $\eta$ and squares to one. The second is
\begin{equation}
[\gamma\xi_2,\xi_1\eta]=\gamma(\xi_2\xi_1+\xi_1\xi_2)\eta
=-2\delta(t_1-t_2)\gamma\eta .
\end{equation}
After two steps the original operator returns, so the series closes.

The delta function sits at the edge of the region $t_2<t_1$. A narrow symmetric profile places half of its weight there. Two successive orders thus contribute
\begin{equation}
i^2g^2\,(-2)(-2)\,\frac12=-2g^2=-\Gamma
\end{equation}
per unit time. With $m$ such pairs the ordered times give $(-\Gamma t)^m/m!$. An odd order has $m$ pairs between $s$ and $t$, followed by one unpaired commutator at time $s$. Summing both kinds of term,
\begin{equation}
(\gamma\eta)_H(t)=e^{-\Gamma t}\gamma\eta(t)
-2ig\int_0^t ds\,e^{-\Gamma(t-s)}\xi(s)\eta(t).
\end{equation}
The sum converges at every finite $t$. The memory of the impurity decays at the rate $\Gamma$.

\subsection{The thermal average}

The first term averages to zero, because $\gamma$ and the fermions were initially uncorrelated. Multiplication of the second by $ig$ gives
\begin{equation}
\langle\dot N\rangle=\Gamma\int_0^td\tau\,e^{-\Gamma\tau}
\langle\xi(t-\tau)\eta(t)\rangle .
\end{equation}
The anomalous averages vanish in the incoming state, so
\begin{align}
\langle\xi(t-\tau)\eta(t)\rangle
&=\langle\psi(t-\tau)\psi^\dagger(t)\rangle
-\langle\psi^\dagger(t-\tau)\psi(t)\rangle\nonumber\\
&=(e^{i\mu\tau}-e^{-i\mu\tau})F(\tau),\\
F(\tau)&=\int\frac{d\epsilon}{2\pi}f(\epsilon)e^{-i\epsilon\tau}
=\frac{iT}{2\sinh\pi T\tau}.
\end{align}
The last result is the thermal propagator (\ref{prop}) continued to real time. Its singularity at $\tau=0$ is removed by the factor $2i\sin\mu\tau$. Consequently
\begin{equation}
I_B(t)=\frac{e\Gamma}{h}\int_0^td\tau\,e^{-\Gamma\tau}\,
\frac{\pi T\sin\mu\tau}{\sinh\pi T\tau}.
\label{transient}
\end{equation}
This includes the transient after switching on. For $\pi Tt\gg1$ the missing tail falls as $e^{-(\Gamma+\pi T)t}$.

For $t\to\infty$ expand $1/\sinh y=2\sum_{n\ge0}e^{-(2n+1)y}$ and use $\int_0^\infty e^{-a\tau}\sin\mu\tau\,d\tau=\mu/(a^2+\mu^2)$:
\begin{equation}
I_B=\frac{e\Gamma}{h}\sum_{n=0}^\infty
\frac{2\pi T\mu}{[\Gamma+(2n+1)\pi T]^2+\mu^2}.
\end{equation}
This is (\ref{sum}), and the current is again (\ref{main}).

\subsection{What the two derivations assume}

Both rest on the point impurity, the linear spectrum, the scaling regime and $K=1/2$, because both use the fermionic form of $B$. Agreement between them cannot reveal a fault in that step, which rests on the determinant identity.

The scattering derivation assumes a stationary state and identifies $\langle\dot N\rangle$ with a difference of fluxes. It needs the occupation of the incoming fermions at each energy. In return it shows the mechanism: conversion of fermions into holes at a resonance of width $\Gamma$.

The series derivation assumes an uncorrelated initial state and needs the incoming two-time correlator. It does not assume that a stationary state exists. It finds one, together with the approach to it. The two pictures are linked by a Fourier transform: the decay $e^{-\Gamma|\tau|}$ in time is the Lorentzian $A(\omega)$ in energy.

\subsection{Slope and limits}

Differentiation of (\ref{main}) with $d\mu/dV=e/2$ gives
\begin{equation}
\frac{dI}{dV}=\frac{e^2}{2h}\left[1-\frac{\Gamma}{2\pi T}\,
\mathrm{Re}\,\Psi'\left(\frac12+\frac{\Gamma+i\mu}{2\pi T}\right)\right].
\label{slope}
\end{equation}

At $T=0$ equation (\ref{landauer}) is an integral from 0 to $\mu$, so $I=(e/h)[\mu-\Gamma\arctan(\mu/\Gamma)]$. For $\mu\gg\Gamma$, with $\mu$ still far below the cutoff, the reflected current saturates at $(e/h)\pi\Gamma/2$.

For $\Gamma\ll T$ the Lorentzian acts as $\pi\Gamma\delta(\omega)$, and
\begin{equation}
I_B=\frac{e\Gamma}{h}\,\frac\pi2\tanh\frac{\mu}{2T}.
\label{weak}
\end{equation}
At small bias the reflected fraction is $\pi\Gamma/4T$. It grows on cooling, which is the failure of weak scattering described at the outset.

For $\mu,T\ll\Gamma$ the transmitted part is $1-A\simeq\omega^2/\Gamma^2$. Integration by parts turns $\int\omega^2[f(\omega-\mu)-f(\omega)]d\omega$ into the thermal mean of $[(\epsilon+\mu)^3-\epsilon^3]/3$ with weight $-f'(\epsilon)$. The mean of $\epsilon$ is zero and that of $\epsilon^2$ is $\pi^2T^2/3$, so
\begin{equation}
I=\frac eh\,\frac{\mu(\mu^2+\pi^2T^2)}{3\Gamma^2}
=\frac eh\,\frac{eV[(eV)^2+(2\pi T)^2]}{24\Gamma^2}.
\end{equation}
The conductance thus vanishes as $T^2$ at zero bias: the weak impurity ends by cutting the wire.

\subsection{A circuit with the same Hamiltonian}

Consider a spin-polarized point contact of small bare reflection probability $\mathcal R$. It feeds a metal island of capacitance $C$ to ground, drained by one ballistic channel. The channel acts as a series resistance $R_q=h/e^2$. Let $Y(\omega)$ be the admittance of the whole series circuit. An ideal wire has $R_qY=K$. The fluctuations of the transferred charge are set by the real part of the admittance, so $K$ is replaced by
\begin{align}
F_Y(\omega)&=R_q\,\mathrm{Re}\,Y
=\mathrm{Re}\,\frac{1-i\omega R_qC}{2-i\omega R_qC}\nonumber\\
&=1-\frac12\,\frac{\omega_c^2}{\omega^2+\omega_c^2},
\qquad \omega_c=\frac{2}{R_qC}.
\end{align}
At low frequency $F_Y=1/2$, and at high frequency the electrons are free. The saturation of the reflected current found above therefore requires $\mu\ll\omega_c$; at larger bias the reflected current keeps growing. The bias $V$ in (\ref{main}) is the voltage across the entire series circuit, since the clean circuit carries $e^2V/2h$.

The high-frequency regime fixes $\Gamma$. Let $\tau_b$ be its short-time cutoff. For free electrons $\langle B(t)B^\dagger\rangle=\tau_b^2/(0+it)^2$, and $(0+it)^{-2}=\int_0^\infty\omega e^{-i\omega t}d\omega$. The golden-rule rate at bias $eV$ is then $2\pi w^2\tau_b^2eV$. It must equal $\mathcal R\,eV/2\pi$, so $w^2\tau_b^2=\mathcal R/4\pi^2$.

At $\tau\gg1/\omega_c$ and $T=0$, the second part of $F_Y$ multiplies $\tau_b^2/\tau^2$ by the exponential of
\begin{equation}
\int_0^\infty\frac{dx}{x}\,\frac{1-e^{-x\omega_c\tau}}{1+x^2}
\to\ln(\omega_c\tau)+\gamma_E .
\end{equation}
This follows on integrating by parts with the antiderivative $\ln(x/\sqrt{1+x^2})$, which becomes $\ln x$ in the region that matters, and using $-\int_0^\infty e^{-y}\ln y\,dy=\gamma_E$. The correlator is thus $\tau_c/\tau$ with $\tau_c=\tau_b^2\omega_ce^{\gamma_E}$. From (\ref{Gamma}), with units restored,
\begin{equation}
\Gamma=\frac{e^{\gamma_E}}{\pi}\,\mathcal R\,\hbar\omega_c,
\qquad \hbar\omega_c=\frac{e^2}{\pi C},
\end{equation}
to leading order in $\mathcal R$.

\subsection{Numbers for a point contact}

Take $C=3$ fF and $\mathcal R=0.1$. Then $\hbar\omega_c=17.0\ \mu$eV, or 197 mK, and $\Gamma=1.781\times0.1\times17.0/\pi=0.96\ \mu$eV, or 11 mK. At zero bias (\ref{slope}) gives:

\begin{center}
\begin{tabular}{ccc}
$T$ (mK) & $G/(e^2/2h)$ & $G$ ($\mu$S)\\
5 & 0.26 & 5.1\\
10 & 0.47 & 9.1\\
20 & 0.67 & 13\\
40 & 0.81 & 16
\end{tabular}
\end{center}

At 20 mK and $V=5\ \mu$V, $k_BT=1.72\ \mu$eV and $\mu=2.5\ \mu$eV. The digamma argument is $0.589+0.231i$, whose $\mathrm{Im}\,\Psi$ is 0.775. One $\mu$eV times $e/h$ is 38.74 pA, so
\begin{equation}
I=38.74\,(2.5-0.964\times0.775)\ \mathrm{pA}\simeq68\ \mathrm{pA}.
\end{equation}
Without reflection it would be 97 pA, and at $T=0$ with the same bias 52 pA. With temperature held at 20 mK, $dI/dV$ rises from 13 $\mu$S at 1 $\mu$V to 17 $\mu$S at 10 $\mu$V.

The capacitance and the reflection probability are chosen for illustration. Three neglected effects can be sized at 20 mK and 5 $\mu$V.

The first is the finite charging energy. To first order in $\mathcal R$, the reflected current is proportional to $\sinh(\mu/2T)\int dt\cos(\mu t)\,C_B(t)$, where
\begin{equation}
\ln C_B=-2\int_0^\infty\frac{d\omega}{\omega}F_Y(\omega)
\left[\coth\frac{\omega}{2T}-\frac{\cos\omega t}{\sinh(\omega/2T)}\right]
\end{equation}
up to a constant. Numerical quadrature gives 1.026 times the value (\ref{weak}). The factor is a first-order result. Applied to the reflected 29 pA it lowers $I$ by about 0.8 pA, and applied to the first-order value (\ref{weak}), 36 pA, by about 1 pA. The true shift is of this size. The correction grows with temperature: at 40 mK and zero bias the factor is 1.062, which lowers the tabulated 0.81 to about 0.80.

The second is heating. Suppose that half of the power $IV$ enters the island, that phonons remove none of it, and that a single channel carries the heat away. One channel between temperatures $T_i$ and $T$ carries $\pi^2k_B^2(T_i^2-T^2)/6h$, so
\begin{equation}
T_i^2=T^2+\frac{3hIV}{\pi^2k_B^2}.
\end{equation}
This gives $T_i\simeq28$ mK. Using $T_i$ for all incoming movers in (\ref{main}) raises $I$ by about 5 pA, or 8\% of 68 pA. This rough estimate is the largest of the three. It is not a bound: it also heats the movers that come from the cold lead, but it ignores how charging and reflection limit the heat flow out of the island. At 1 $\mu$V the same estimate gives 20.3 mK and a change below 0.1 pA. At 10 $\mu$V it gives 44 mK, so the slope quoted there for 20 mK describes the circuit only if the island is cooled by other means.

The third is the use of $\Gamma$ to leading order in $\mathcal R$. If its relative error is of order $\mathcal R$, an increase of $\Gamma$ by 10\% lowers $I$ by about 2 pA. The assumption of equal incoming temperatures therefore limits this example at 5 $\mu$V more than the scaling limit does.

Numbers in the example were calculated in double precision.
